**Five force terms in a one-dimensional ultrasoft model, compared with energy slopes**

The program computes the force F = −dE/dX on each of two ultrasoft atoms as the sum of ion-ion, local, augmentation, projector and overlap terms. Here E is the self-consistent total energy, X an atomic position, V the effective potential, and S the overlap operator that defines orthonormality of the orbitals. It asserts that each term agrees with a finite difference in which one ingredient alone is moved, or, for the overlap term, in which the orbitals are re-orthonormalized with a displaced S. It also asserts that the sum agrees with the slope of repeated self-consistent energies, with 49 plane waves and with only 11. Further assertions cover the Fourier transforms, the electron count, the cancellation of the two forces, and the transfer between projector and overlap terms when a constant is added to V. The output gives forces of −0.564254 and +0.564254 hartree/bohr, with a largest deviation from the energy slopes of about 1e-11 hartree/bohr. Without the overlap term the values are −0.490499 and +0.503528 hartree/bohr, which neither match the slopes nor cancel.

## Numerical verification

```python
"""Forces in a one-dimensional ultrasoft pseudopotential model.

Result under test: for self-consistent orbitals phi_n with H phi_n = eps_n S phi_n,
the force -dE/dX on an atom at X is the sum of
  ion-ion       -dE_ion/dX
  local         -integral n dv_loc/dX
  augmentation  -sum_ij rho_ij integral V dQ_ij/dX
  projector     -sum_ij D_ij d(rho_ij)/dX             (orbitals fixed)
  overlap       +sum_n f eps_n <phi_n| dS/dX |phi_n>  (orbitals fixed)
n: density, V: effective potential, Q_ij: augmentation functions, q_ij: their
integrals, rho_ij = sum_n f <phi_n|beta_i><beta_j|phi_n>, beta_i: projectors,
D_ij = D0_ij + integral V Q_ij, S = 1 + sum q_ij |beta_i><beta_j|.
Hartree atomic units. Every atomic function moves rigidly with its atom.
"""
import numpy as np
from scipy.constants import physical_constants, angstrom
from scipy.integrate import quad
from scipy.linalg import eigh

CELL = 10.0
NGRID = 121
OCC, NORB = 2.0, 3
W_AMP, W_KAPPA = 1.0, 0.5
XC_A = 0.3
STEP = 0.005
ATOMS = [
    dict(Z=2.0, ion=0.50, proj=0.60, aug=0.40, q=np.diag([0.30, 0.15]),
         dip=0.10, D0=np.diag([0.40, 0.20])),
    dict(Z=4.0, ion=0.45, proj=0.50, aug=0.35, q=np.diag([0.50, 0.20]),
         dip=0.15, D0=np.diag([-0.30, 0.30])),
]
X0 = np.array([3.1, 5.4])
DX = CELL / NGRID
G_GRID = 2 * np.pi / CELL * np.fft.fftfreq(NGRID, 1.0 / NGRID)


def w_transform(G):
    return 2 * W_AMP * W_KAPPA / (W_KAPPA**2 + G**2)


def projector_transforms(atom, G):
    """Transforms of exp(-x^2/2s^2) and (x/s) exp(-x^2/2s^2)."""
    s = atom["proj"]
    even = s * np.sqrt(2 * np.pi) * np.exp(-0.5 * (G * s)**2)
    return np.array([even + 0j, -1j * G * s * even])


def augmentation_transforms(atom, G):
    """Q_ii = q_ii g(x), Q_01 = dip x g(x), g a normalized Gaussian."""
    width = atom["aug"]
    g = np.exp(-0.5 * (G * width)**2)
    odd = -1j * atom["dip"] * G * width**2 * g
    return np.array([[atom["q"][0, 0] * g, odd], [odd, atom["q"][1, 1] * g]])


def on_grid(transform, X, order=0):
    """Periodic function centred at X, or its derivative with respect to X."""
    phase = np.exp(-1j * G_GRID * X) * (-1j * G_GRID)**order
    return np.fft.ifft(transform * phase).real * NGRID / CELL


def ion_charge(a, X, order=0):
    atom = ATOMS[a]
    return on_grid(atom["Z"] * np.exp(-0.5 * (G_GRID * atom["ion"])**2), X, order)


def all_ions(X):
    return sum(ion_charge(a, X[a]) for a in range(2))


def convolve_w(charge):
    return np.fft.ifft(w_transform(G_GRID) * np.fft.fft(charge)).real


def augmentation(a, X, order=0):
    return on_grid(augmentation_transforms(ATOMS[a], G_GRID), X, order)


def wave_indices(size):
    return np.arange(size) - (size - 1) // 2


def projectors(a, X, size, order=0):
    """Columns <G|beta_i>, or their derivatives with respect to X."""
    G = 2 * np.pi / CELL * wave_indices(size)
    phase = np.exp(-1j * G * X) * (-1j * G)**order / np.sqrt(CELL)
    return (projector_transforms(ATOMS[a], G) * phase).T


def occupation_matrix(C, a, X):
    P = projectors(a, X, len(C)).conj().T @ C
    return OCC * (P.conj() @ P.T).real


def density(C, X_aug, X_proj):
    padded = np.zeros((NGRID, C.shape[1]), complex)
    padded[wave_indices(len(C)) % NGRID] = C
    phi = np.fft.ifft(padded, axis=0) * NGRID / np.sqrt(CELL)
    n = OCC * np.sum(abs(phi)**2, axis=1)
    for a in range(2):
        rho = occupation_matrix(C, a, X_proj[a])
        n = n + np.einsum("ij,ijx->x", rho, augmentation(a, X_aug[a]))
    return n


def energy_parts(C, X_ion, X_loc, X_aug, X_proj):
    """Separate positions let each dependence on the atoms be moved alone."""
    n = density(C, X_aug, X_proj)
    G = 2 * np.pi / CELL * wave_indices(len(C))
    kinetic = OCC * np.sum(0.5 * G[:, None]**2 * abs(C)**2)
    bare = sum(np.sum(ATOMS[a]["D0"] * occupation_matrix(C, a, X_proj[a]))
               for a in range(2))
    local = -DX * np.sum(n * convolve_w(all_ions(X_loc)))
    hartree = 0.5 * DX * np.sum(n * convolve_w(n))
    xc = -XC_A * DX * np.sum(n**2 / (1 + n))
    ions = all_ions(X_ion)
    ion_ion = 0.5 * DX * np.sum(ions * convolve_w(ions))
    return np.array([kinetic, bare, local, hartree, xc, ion_ion])


def effective_potential(n, X):
    v_xc = -XC_A * (2 * n + n**2) / (1 + n)**2
    return convolve_w(n - all_ions(X)) + v_xc


def screened_strengths(a, X, V):
    return ATOMS[a]["D0"] + DX * np.einsum("ijx,x->ij", augmentation(a, X), V)


def overlap_matrix(X, size):
    S = np.eye(size, dtype=complex)
    for a in range(2):
        B = projectors(a, X[a], size)
        S += B @ ATOMS[a]["q"] @ B.conj().T
    return S


def diagonalize(V, X, size):
    m = wave_indices(size)
    H = (np.fft.fft(V) / NGRID)[(m[:, None] - m[None, :]) % NGRID]
    H = H + np.diag(0.5 * (2 * np.pi / CELL * m)**2)
    for a in range(2):
        B = projectors(a, X[a], size)
        H = H + B @ screened_strengths(a, X[a], V) @ B.conj().T
    return eigh(0.5 * (H + H.conj().T), overlap_matrix(X, size))


def self_consistent(X, size, n_start=None):
    n = all_ions(X) if n_start is None else n_start.copy()
    for _ in range(600):
        eps, vectors = diagonalize(effective_potential(n, X), X, size)
        C = vectors[:, :NORB]
        n_out = density(C, X, X)
        if np.max(abs(n_out - n)) < 1e-10:
            return energy_parts(C, X, X, X, X), C, eps, n_out
        n = n + 0.3 * (n_out - n)
    raise RuntimeError("self-consistency not reached")


TERMS = ["ion-ion", "local", "augmentation", "projector", "overlap"]


def force_terms(C, eps, V, n, X):
    """Rows: the five terms; columns: the two atoms."""
    F = np.zeros((5, 2))
    ion_potential = convolve_w(all_ions(X))
    for a in range(2):
        d_ion = ion_charge(a, X[a], 1)
        rho = occupation_matrix(C, a, X[a])
        P = projectors(a, X[a], len(C)).conj().T @ C
        dP = projectors(a, X[a], len(C), 1).conj().T @ C
        D = screened_strengths(a, X[a], V)
        F[0, a] = -DX * np.sum(d_ion * ion_potential)
        F[1, a] = DX * np.sum(n * convolve_w(d_ion))
        F[2, a] = -DX * np.einsum("ij,ijx,x->", rho, augmentation(a, X[a], 1), V)
        F[3, a] = -2 * OCC * np.sum(P.conj() * (D @ dP)).real
        F[4, a] = 2 * OCC * np.sum(eps[:NORB] * P.conj()
                                   * (ATOMS[a]["q"] @ dP)).real
    return F


def orthonormalize(C, X):
    """Symmetric orthonormalization with the overlap operator at X."""
    values, U = np.linalg.eigh(C.conj().T @ overlap_matrix(X, len(C)) @ C)
    return C @ (U / np.sqrt(values)) @ U.conj().T


def displaced(a, shift):
    Y = X0.copy()
    Y[a] += shift
    return Y


def five_point(values):
    """Slope from values at -2h, -h, +h, +2h."""
    return (values[0] - 8 * values[1] + 8 * values[2] - values[3]) / (12 * STEP)


def slope(function, a):
    return five_point([function(displaced(a, k * STEP)) for k in (-2, -1, 1, 2)])


# Fourier transforms against direct quadrature of the real-space functions
G_test = 1.3
x_fine = np.linspace(-12, 12, 24001)
for atom in ATOMS:
    s, width = atom["proj"], atom["aug"]
    bell = np.exp(-0.5 * (x_fine / s)**2)
    g = np.exp(-0.5 * (x_fine / width)**2) / (width * np.sqrt(2 * np.pi))
    wave = np.exp(-1j * G_test * x_fine) * (x_fine[1] - x_fine[0])
    direct = [np.sum(bell * wave), np.sum(x_fine / s * bell * wave)]
    assert np.allclose(direct, projector_transforms(atom, G_test), atol=1e-9)
    direct_Q = [np.sum(atom["q"][0, 0] * g * wave),
                np.sum(atom["dip"] * x_fine * g * wave)]
    assert np.allclose(direct_Q, augmentation_transforms(atom, G_test)[0], atol=1e-9)
w_direct = 2 * quad(lambda x: W_AMP * np.exp(-W_KAPPA * x) * np.cos(G_test * x),
                    0, 80, limit=300)[0]
assert abs(w_direct - w_transform(G_test)) < 1e-8

# Reference calculation
SIZE = 49
parts, C, eps, n = self_consistent(X0, SIZE)
V = effective_potential(n, X0)
F = force_terms(C, eps, V, n, X0)
total = F.sum(axis=0)
electrons = DX * np.sum(n)
gap = eps[NORB] - eps[NORB - 1]
assert abs(electrons - OCC * NORB) < 1e-9
assert gap > 0.05

# Each term from the energy, moving only one ingredient at a time
F_separate = np.zeros((5, 2))
frozen = np.zeros(2)
count_slope = np.zeros(2)
for a in range(2):
    moves = [
        lambda Y: energy_parts(C, Y, X0, X0, X0).sum(),
        lambda Y: energy_parts(C, X0, Y, X0, X0).sum(),
        lambda Y: energy_parts(C, X0, X0, Y, X0).sum(),
        lambda Y: energy_parts(C, X0, X0, X0, Y).sum(),
        lambda Y: energy_parts(orthonormalize(C, Y), X0, X0, X0, X0).sum(),
    ]
    F_separate[:, a] = [-slope(move, a) for move in moves]
    frozen[a] = -slope(lambda Y: energy_parts(C, Y, Y, Y, Y).sum(), a)
    count_slope[a] = slope(lambda Y: DX * np.sum(density(C, Y, Y)), a)
assert np.max(abs(F_separate - F)) < 1e-6
assert np.max(abs(frozen - (total - F[4]))) < 1e-6

# Total force from repeated self-consistent calculations
energies = np.array([[self_consistent(displaced(a, k * STEP), SIZE, n)[0].sum()
                      for k in (-2, -1, 1, 2)] for a in range(2)])
F_numeric = np.array([-five_point(energies[a]) for a in range(2)])
assert np.max(abs(F_numeric - total)) < 1e-6
assert np.min(abs(F_numeric - (total - F[4]))) > 1e-3
assert abs(total.sum()) < 1e-7

# A constant added to V moves force between projector and overlap terms
eps_shift, vectors_shift = diagonalize(V + 1.0, X0, SIZE)
F_shift = force_terms(vectors_shift[:, :NORB], eps_shift, V + 1.0, n, X0)
assert np.max(abs(F_shift.sum(axis=0) - total)) < 1e-7
assert np.max(abs(F_shift[4] - F[4] - count_slope)) < 1e-6
assert np.max(abs(F_shift[3] - F[3] + count_slope)) < 1e-6
assert np.max(abs(F_shift[:3] - F[:3])) < 1e-7

# The agreement does not need a converged plane-wave set
SMALL = 11
parts_low, C_low, eps_low, n_low = self_consistent(X0, SMALL)
F_low = force_terms(C_low, eps_low, effective_potential(n_low, X0),
                    n_low, X0).sum(axis=0)
F_low_numeric = np.array([-slope(
    lambda Y: self_consistent(Y, SMALL, n_low)[0].sum(), a) for a in range(2)])
assert np.max(abs(F_low - F_low_numeric)) < 1e-6
assert parts_low.sum() - parts.sum() > 1e-5

hartree_eV = physical_constants["Hartree energy in eV"][0]
bohr_A = physical_constants["Bohr radius"][0] / angstrom
print(f"cell {CELL} bohr; grid points {NGRID}; plane waves {SIZE}")
print(f"positions {X0[0]} {X0[1]} bohr; step h {STEP} bohr")
print(f"w: A {W_AMP} hartree, kappa {W_KAPPA} 1/bohr; xc a {XC_A} (a.u.)")
for a, atom in enumerate(ATOMS):
    print(f"atom {a+1}: Z {atom['Z']}; widths ion {atom['ion']}, "
          f"proj {atom['proj']}, aug {atom['aug']} bohr")
    print(f"  q00 {atom['q'][0,0]}, q11 {atom['q'][1,1]}, dip {atom['dip']}, "
          f"D0_00 {atom['D0'][0,0]}, D0_11 {atom['D0'][1,1]} (a.u.)")
for name, value in zip(["kinetic", "bare nonlocal", "local", "Hartree", "xc",
                        "ion-ion"], parts):
    print(f"energy {name}: {value:.6f} hartree")
print(f"total energy: {parts.sum():.10f} hartree")
print("occupied eigenvalues:", *[f"{e:.6f}" for e in eps[:NORB]], "hartree")
print(f"gap: {gap:.6f} hartree; electrons: {electrons:.8f}")
for a in range(2):
    r = occupation_matrix(C, a, X0[a])
    D = screened_strengths(a, X0[a], V)
    print(f"atom {a+1} rho 00,01,11: {r[0,0]:.6f} {r[0,1]:.6f} {r[1,1]:.6f} (a.u.)")
    print(f"atom {a+1} D 00,01,11: {D[0,0]:.6f} {D[0,1]:.6f} {D[1,1]:.6f} (a.u.)")
print("forces on atoms 1, 2 in hartree/bohr: formula | separate difference")
for name, row, check in zip(TERMS, F, F_separate):
    print(f"{name}: {row[0]:.8f} {row[1]:.8f} | {check[0]:.8f} {check[1]:.8f}")
print(f"sum of terms: {total[0]:.8f} {total[1]:.8f} hartree/bohr")
print(f"SCF difference: {F_numeric[0]:.8f} {F_numeric[1]:.8f} hartree/bohr")
print(f"largest deviation: {np.max(abs(F_numeric-total)):.1e} hartree/bohr")
print(f"net force on both atoms: {total.sum():.1e} hartree/bohr")
print(f"force on atom 1: {total[0]*hartree_eV/bohr_A:.5f} eV/angstrom")
for k, value in zip((-2, -1, 1, 2), energies[0]):
    print(f"E with atom 1 moved by {k:+d}h: {value:.10f} hartree")
print(f"without overlap term: {frozen[0]:.6f} {frozen[1]:.6f} hartree/bohr")
print(f"frozen-orbital dN/dX: {count_slope[0]:.6f} {count_slope[1]:.6f} 1/bohr")
print("after V -> V + 1 hartree, in hartree/bohr:")
for i in (3, 4):
    print(f"  {TERMS[i]}: {F_shift[i,0]:.6f} {F_shift[i,1]:.6f}")
print(f"low cutoff, {SMALL} plane waves: E {parts_low.sum():.6f} hartree")
print(f"  formula: {F_low[0]:.8f} {F_low[1]:.8f} hartree/bohr")
print(f"  SCF difference: {F_low_numeric[0]:.8f} {F_low_numeric[1]:.8f} hartree/bohr")
print("OK")
```

Printed output:

```
cell 10.0 bohr; grid points 121; plane waves 49
positions 3.1 5.4 bohr; step h 0.005 bohr
w: A 1.0 hartree, kappa 0.5 1/bohr; xc a 0.3 (a.u.)
atom 1: Z 2.0; widths ion 0.5, proj 0.6, aug 0.4 bohr
  q00 0.3, q11 0.15, dip 0.1, D0_00 0.4, D0_11 0.2 (a.u.)
atom 2: Z 4.0; widths ion 0.45, proj 0.5, aug 0.35 bohr
  q00 0.5, q11 0.2, dip 0.15, D0_00 -0.3, D0_11 0.3 (a.u.)
energy kinetic: 1.442899 hartree
energy bare nonlocal: 0.251905 hartree
energy local: -18.060002 hartree
energy Hartree: 8.157008 hartree
energy xc: -0.774598 hartree
energy ion-ion: 10.877756 hartree
total energy: 1.8949681208 hartree
occupied eigenvalues: -0.922512 0.007023 0.297032 hartree
gap: 0.367173 hartree; electrons: 6.00000000
atom 1 rho 00,01,11: 1.188552 0.036186 0.172920 (a.u.)
atom 1 D 00,01,11: 0.253831 -0.004498 0.126915 (a.u.)
atom 2 rho 00,01,11: 1.091303 -0.007792 0.230970 (a.u.)
atom 2 D 00,01,11: -0.841386 0.002847 0.083446 (a.u.)
forces on atoms 1, 2 in hartree/bohr: formula | separate difference
ion-ion: -1.25612902 1.25612902 | -1.25612902 1.25612902
local: 0.70547072 -0.63762180 | 0.70547072 -0.63762180
augmentation: 0.10708918 -0.09131565 | 0.10708918 -0.09131565
projector: -0.04692994 -0.02366360 | -0.04692994 -0.02366360
overlap: -0.07375445 0.06072555 | -0.07375445 0.06072555
sum of terms: -0.56425351 0.56425351 hartree/bohr
SCF difference: -0.56425351 0.56425351 hartree/bohr
largest deviation: 1.1e-11 hartree/bohr
net force on both atoms: -4.3e-13 hartree/bohr
force on atom 1: -29.01508 eV/angstrom
E with atom 1 moved by -2h: 1.8893511904 hartree
E with atom 1 moved by -1h: 1.8921532616 hartree
E with atom 1 moved by +1h: 1.8977958110 hartree
E with atom 1 moved by +2h: 1.9006363750 hartree
without overlap term: -0.490499 0.503528 hartree/bohr
frozen-orbital dN/dX: 0.055396 -0.020535 1/bohr
after V -> V + 1 hartree, in hartree/bohr:
  projector: -0.102326 -0.003128
  overlap: -0.018358 0.040190
low cutoff, 11 plane waves: E 1.897524 hartree
  formula: -0.56385623 0.56385623 hartree/bohr
  SCF difference: -0.56385623 0.56385623 hartree/bohr
OK
```
